# Excess Noise of Electron-Initiated Avalanche with Constant Ionisation Ratio: a numerical check

```python
# RESULT UNDER TEST: an electron entering an avalanche layer at x = 0 gives N
# electrons at x = W, with excess noise factor
#     F = <N^2>/<N>^2 = k M + (1-k)(2 - 1/M),   M = <N>.
# alpha, beta: electron and hole ionisation rates per length; k = beta/alpha,
# constant; no dead space. Electrons move to +x and holes to -x.
# m(x), Q(x): first and second moments of the number of pairs descended from a
# pair born at x, itself included. Lengths are in micrometres (um).
# Silicon inputs are rough typical values, not fitted or measured here.
import numpy as np
from scipy import constants as const
from scipy.linalg import lu_factor, lu_solve


def noise_formula(gain, ratio):
    return ratio * gain + (1 - ratio) * (2 - 1 / gain)


def gain_formula(strength, ratio):
    """Mean gain; strength is the integral of alpha over the layer."""
    if ratio == 1:
        return 1 / (1 - strength)
    return (1 - ratio) / (np.exp(-(1 - ratio) * strength) - ratio)


def first_event_kernel(rate, dead, width, cells):
    """Trapezoid matrix for the place of the first ionisation, moving to +x."""
    step = width / cells
    skip = int(round(dead / step))
    assert abs(skip * step - dead) < 1e-9
    index = np.arange(cells + 1)
    gap = index[None, :] - index[:, None]
    weight = np.where(gap >= skip, 1.0, 0.0)
    weight[gap == skip] = 0.5
    weight[:, -1] *= 0.5
    if skip <= cells:
        weight[cells - skip, -1] = 0.0   # interval of zero length
    distance = np.maximum(gap - skip, 0) * step
    return step * weight * rate * np.exp(-rate * distance)


def recursion_gain_noise(alpha, beta, width, dead_e=0.0, dead_h=0.0, cells=400):
    """M and F from the first ionisation of each carrier; uniform rates.
    e, h: mean number of events started by one electron or one hole."""
    ke = first_event_kernel(alpha, dead_e, width, cells)
    kh = first_event_kernel(beta, dead_h, width, cells)[::-1, ::-1]
    size = cells + 1
    unit = np.eye(size)
    factors = lu_factor(np.block([[unit - 2 * ke, -ke], [-kh, unit - 2 * kh]]))
    one = np.ones(size)
    first = lu_solve(factors, np.concatenate([ke @ one, kh @ one]))
    e, h = first[:size], first[size:]
    source_e = (1 + 2 * e + h) ** 2 - 2 * e ** 2 - h ** 2
    source_h = (1 + 2 * h + e) ** 2 - 2 * h ** 2 - e ** 2
    second = lu_solve(factors, np.concatenate([ke @ source_e, kh @ source_h]))
    gain = 1 + e[0]
    return gain, (1 + 2 * e[0] + second[0]) / gain ** 2


def offspring_matrix(alpha, beta, step):
    """Mean number of direct daughter pairs per cell, for a parent in each cell."""
    n = len(alpha)
    upper = np.triu(np.ones((n, n)), 1) + 0.5 * np.eye(n)
    return step * (upper * alpha[None, :] + upper.T * beta[None, :])


def pair_moments(alpha, beta, step):
    """m and Q in cells, then (m, Q) at x = 0 and at x = W."""
    system = np.eye(len(alpha)) - offspring_matrix(alpha, beta, step)
    m = np.linalg.solve(system, np.ones(len(alpha)))
    q = np.linalg.solve(system, m ** 2)
    assert m.min() > 0 and q.min() > 0
    m0, mw = 1 + step * alpha @ m, 1 + step * beta @ m
    q0, qw = m0 ** 2 + step * alpha @ q, mw ** 2 + step * beta @ q
    return m, q, (m0, q0), (mw, qw)


def simulate(alpha, beta, width, dead_e, dead_h, trials, rng):
    """Follow every carrier from ionisation to ionisation; return N per trial."""
    count = np.ones(trials)
    pos_e, id_e = np.zeros(trials), np.arange(trials)
    pos_h, id_h = np.zeros(0), np.zeros(0, dtype=int)
    while len(id_e) + len(id_h):
        new_e = pos_e + dead_e + rng.exponential(1 / alpha, len(pos_e))
        new_h = pos_h - dead_h - rng.exponential(1 / beta, len(pos_h))
        hit_e, hit_h = new_e < width, new_h > 0
        place = np.concatenate([new_e[hit_e], new_h[hit_h]])
        owner = np.concatenate([id_e[hit_e], id_h[hit_h]])
        count += np.bincount(owner, minlength=trials)
        pos_e = np.concatenate([place, new_e[hit_e]])
        pos_h = np.concatenate([place, new_h[hit_h]])
        id_e, id_h = (np.concatenate([owner, id_e[hit_e]]),
                      np.concatenate([owner, id_h[hit_h]]))
    return count


def sample_statistics(count):
    """Mean, F and their standard errors."""
    mean = count.mean()
    factor = np.mean(count ** 2) / mean ** 2
    influence = count ** 2 / mean ** 2 - 2 * factor * count / mean
    root = np.sqrt(len(count))
    return mean, factor, count.std() / root, influence.std() / root


def close(a, b, tolerance=5e-4):
    # tolerance covers second-order grid error amplified by the gain
    return abs(a - b) <= tolerance * abs(b)


# ---- The formula against the first-ionisation recursion, for several k
print("Recursion tests (all dimensionless): k, M, F recursion, F formula")
target = 8.0
for ratio in (0.0, 0.1, 0.5, 1.0, 3.0):
    if ratio == 1:
        strength = 1 - 1 / target
    else:
        strength = -np.log((1 - ratio + ratio * target) / target) / (1 - ratio)
    gain, factor = recursion_gain_noise(strength, ratio * strength, 1.0)
    assert close(gain, target, 1e-3)
    assert close(factor, noise_formula(target, ratio), 1e-3)
    print(f"  {ratio:.1f}  {gain:.4f}  {factor:.4f}  {noise_formula(target, ratio):.4f}")

# ---- Non-uniform alpha with constant k: end values and whole profile
cells = 800
step = 1 / cells
x = (np.arange(cells) + 0.5) * step
ratio = 0.3
alpha_x = 1.2 * (1 + 0.8 * np.sin(7 * x))
m, q, (m0, q0), (mw, qw) = pair_moments(alpha_x, ratio * alpha_x, step)
assert close(m0, gain_formula(alpha_x.sum() * step, ratio))
assert close(mw, 1 - ratio + ratio * m0)
assert close(q0 / m0 ** 2, noise_formula(m0, ratio))
assert close(qw / mw ** 2, noise_formula(mw, 1 / ratio))
profile = m * (1 - ratio + ratio * m0 ** 2 + 2 * (m - mw))
assert np.max(np.abs(q / profile - 1)) < 5e-4
print(f"Non-uniform alpha, k = {ratio}: M = {m0:.4f}, F = {q0 / m0**2:.4f}, "
      f"formula {noise_formula(m0, ratio):.4f}")

# ---- Unequal rates that cross: Q/m - 2m must not depend on x
m, q, _, _ = pair_moments(1.2 * (0.3 + x), 0.9 * (1 - x), step)
invariant = q / m - 2 * m
assert np.ptp(m) > 0.5
assert np.ptp(invariant) < 1e-3 * np.mean(q / m)
print(f"Crossing rates: range of m = {np.ptp(m):.3f}, "
      f"range of Q/m - 2m = {np.ptp(invariant):.1e}")

# ---- Silicon example: rough coefficients, field in MV/cm, rates in 1/um
def silicon_rates(field, stiffening=1.0):
    return (70 * np.exp(-1.2 * stiffening / field),
            160 * np.exp(-2.0 * stiffening / field))


field, width = 0.25, 3.2
alpha, beta = silicon_rates(field)
k = beta / alpha
M = gain_formula(alpha * width, k)
F = noise_formula(M, k)
breakdown_strength = np.log(1 / k) / (1 - k)
uniform = np.ones(400)
matrix = offspring_matrix(breakdown_strength * uniform,
                          k * breakdown_strength * uniform, 1 / 400)
largest = np.max(np.abs(np.linalg.eigvals(matrix)))
assert abs(largest - 1) < 1e-3
print("Silicon layer, rough inputs: a exp(-b/field)")
print("  electrons a = 70 /um, b = 1.2 MV/cm; holes a = 160 /um, b = 2.0 MV/cm")
print(f"  field = {field} MV/cm, width = {width} um, voltage = {field * width * 100:.0f} V")
print(f"  alpha = {alpha:.4f} /um, beta = {beta:.5f} /um, k = {k:.4f}")
print(f"  alpha W = {alpha * width:.4f}, M = {M:.3f}, F = {F:.3f}")
print(f"  parts of F: kM = {k * M:.3f}, (1-k)(2-1/M) = {(1 - k) * (2 - 1 / M):.3f}")
print(f"  breakdown: alpha W = {breakdown_strength:.3f}, width = "
      f"{breakdown_strength / alpha:.2f} um, largest eigenvalue = {largest:.5f}")

n = 800
dx = width / n
m, q, (m0, q0), (mw, qw) = pair_moments(np.full(n, alpha), np.full(n, beta), dx)
assert close(m0, M) and close(q0 / m0 ** 2, F)
hole_factor = noise_formula(1 - k + k * M, 1 / k)
assert close(qw / mw ** 2, hole_factor)
print(f"  hole injection at W: gain = {1 - k + k * M:.3f}, F = {hole_factor:.3f}")

# ---- Carrier-by-carrier simulation and noise of random arrivals
rng = np.random.default_rng(12345)
trials = 200000
count = simulate(alpha, beta, width, 0.0, 0.0, trials, rng)
mc_gain, mc_factor, err_gain, err_factor = sample_statistics(count)
assert abs(mc_gain - M) < 4.5 * err_gain and abs(mc_factor - F) < 4.5 * err_factor
assert err_factor < 0.02 * F
print(f"  Monte Carlo, {trials} electrons: M = {mc_gain:.3f} +- {err_gain:.3f}, "
      f"F = {mc_factor:.3f} +- {err_factor:.3f}")
arrivals_per_window = 10.0
times = np.cumsum(rng.exponential(1 / arrivals_per_window, trials))
charge = np.bincount(times.astype(int), weights=count)[:-1]
variance = charge.var()
fourth = np.mean((charge - charge.mean()) ** 4)
err_variance = np.sqrt((fourth - variance ** 2) / len(charge))
expected = arrivals_per_window * M ** 2 * F
assert abs(variance - expected) < 4.5 * err_variance
print(f"  output variance per arrival = {variance / arrivals_per_window:.1f} +- "
      f"{err_variance / arrivals_per_window:.1f}, M^2 F = {M**2 * F:.1f}")
primary = 1e-9
noise = np.sqrt(2 * const.e * primary * M ** 2 * F)
quiet = np.sqrt(2 * const.e * primary * M ** 2)
print(f"  primary current = {primary * 1e9:.0f} nA, output = {primary * M * 1e9:.2f} nA")
print(f"  noise = {noise * 1e12:.3f} pA/sqrt(Hz); with F = 1: {quiet * 1e12:.3f} pA/sqrt(Hz)")

# ---- Effects left out of the model, for the same layer
print("Neglected effects (formula = constant-k F at the changed M)")
volts_per_um = field * 100
for scale in (1, 2):
    threshold_e, threshold_h = 1.2 * scale, 1.5 * scale
    de, dh = threshold_e / volts_per_um, threshold_h / volts_per_um
    free_alpha, free_beta = 1 / (1 / alpha - de), 1 / (1 / beta - dh)
    gain, factor = recursion_gain_noise(free_alpha, free_beta, width, de, dh, 800)
    if scale == 2:
        sample = simulate(free_alpha, free_beta, width, de, dh, trials, rng)
        sg, sf, eg, ef = sample_statistics(sample)
        assert abs(sg - gain) < 4.5 * eg and abs(sf - factor) < 4.5 * ef
    print(f"  thresholds {threshold_e:.1f}, {threshold_h:.1f} eV: dead space "
          f"{de * 1000:.0f}, {dh * 1000:.0f} nm")
    print(f"    M = {gain:.3f}, F = {factor:.3f}, formula {noise_formula(gain, k):.3f}")

doping = 1e15                                   # per cm3
permittivity = 11.7 * const.epsilon_0           # F/m
tilt = const.e * doping * 1e6 * width * 1e-6 / permittivity / 1e8   # MV/cm
print(f"  doping {doping:.0e} /cm3: field changes by {tilt:.4f} MV/cm across layer")
position = (np.arange(n) + 0.5) / n
for sign, name in ((-1, "high field at entry"), (1, "high field at exit")):
    a, b = silicon_rates(field + sign * tilt * (position - 0.5))
    _, _, (gain, square), _ = pair_moments(a, b, dx)
    print(f"    {name}: k from {(b / a).min():.3f} to {(b / a).max():.3f}, M = {gain:.3f}, "
          f"F = {square / gain**2:.3f}, formula {noise_formula(gain, k):.3f}")

fraction = 0.05
mixed_m = (1 - fraction) * m0 + fraction * m.mean()
mixed_q = (1 - fraction) * q0 + fraction * q.mean()
print(f"  {fraction * 100:.0f} % of pairs born evenly in layer: M = {mixed_m:.3f}, "
      f"F = {mixed_q / mixed_m**2:.3f}")
warming, coefficient = 20, 0.001
a, b = silicon_rates(field, 1 + warming * coefficient)
warm_gain = gain_formula(a * width, b / a)
print(f"  {warming} K warmer, b up {coefficient * 100:.1f} %/K: k = {b / a:.4f}, "
      f"M = {warm_gain:.3f}, F = {noise_formula(warm_gain, b / a):.3f}")
gap_eV, mass_ratio = 1.1, 0.2
exponent = (4 * np.sqrt(2 * mass_ratio * const.m_e) * (gap_eV * const.e) ** 1.5
            / (3 * const.hbar * const.e * field * 1e8))
print(f"  tunnelling, gap {gap_eV} eV, mass {mass_ratio} m_e: "
      f"log10(WKB factor) = {-exponent / np.log(10):.1f}")
velocity, diameter = 1e5, 100e-6                 # m/s, m
density = primary * M / (np.pi * diameter ** 2 / 4)
space_field = density * width * 1e-6 / (permittivity * velocity)
print(f"  space-charge field, {diameter * 1e6:.0f} um diameter: {space_field / 100:.1e} V/cm")
transit = width * 1e-6 / velocity
print(f"  drift speed {velocity * 100:.0e} cm/s: transit {transit * 1e12:.0f} ps, "
      f"M times transit {M * transit * 1e12:.0f} ps")
print("finished without a failed check")
```

Output:

```
Recursion tests (all dimensionless): k, M, F recursion, F formula
  0.0  8.0003  1.8750  1.8750
  0.1  8.0002  2.4876  2.4875
  0.5  8.0001  4.9376  4.9375
  1.0  8.0001  8.0001  8.0000
  3.0  8.0004  20.2514  20.2500
Non-uniform alpha, k = 0.3: M = 5.7551, F = 3.0049, formula 3.0049
Crossing rates: range of m = 3.216, range of Q/m - 2m = 2.6e-06
Silicon layer, rough inputs: a exp(-b/field)
  electrons a = 70 /um, b = 1.2 MV/cm; holes a = 160 /um, b = 2.0 MV/cm
  field = 0.25 MV/cm, width = 3.2 um, voltage = 80 V
  alpha = 0.5761 /um, beta = 0.05367 /um, k = 0.0932
  alpha W = 1.8435, M = 9.570, F = 2.611
  parts of F: kM = 0.892, (1-k)(2-1/M) = 1.719
  breakdown: alpha W = 2.617, width = 4.54 um, largest eigenvalue = 1.00000
  hole injection at W: gain = 1.798, F = 5.249
  Monte Carlo, 200000 electrons: M = 9.584 +- 0.027, F = 2.600 +- 0.011
  output variance per arrival = 237.2 +- 3.1, M^2 F = 239.1
  primary current = 1 nA, output = 9.57 nA
  noise = 0.277 pA/sqrt(Hz); with F = 1: 0.171 pA/sqrt(Hz)
Neglected effects (formula = constant-k F at the changed M)
  thresholds 1.2, 1.5 eV: dead space 48, 60 nm
    M = 8.481, F = 2.384, formula 2.497
  thresholds 2.4, 3.0 eV: dead space 96, 120 nm
    M = 7.633, F = 2.204, formula 2.406
  doping 1e+15 /cm3: field changes by 0.0495 MV/cm across layer
    high field at entry: k from 0.066 to 0.124, M = 11.608, F = 3.021, formula 2.817
    high field at exit: k from 0.066 to 0.124, M = 9.827, F = 2.541, formula 2.637
  5 % of pairs born evenly in layer: M = 9.324, F = 2.659
  20 K warmer, b up 0.1 %/K: k = 0.0874, M = 7.047, F = 2.312
  tunnelling, gap 1.1 eV, mass 0.2 m_e: log10(WKB factor) = -61.2
  space-charge field, 100 um diameter: 3.8e-03 V/cm
  drift speed 1e+07 cm/s: transit 32 ps, M times transit 306 ps
finished without a failed check
```
